# Exit from a quasi-stationary distribution, and parallel replica dynamics

## 1. What symmetry and dimensions allow

A walker moves in a region \(W\) under dynamics that do not depend on time, and \(T\) is the first time it leaves. Suppose its starting law has the property that, given survival for any time \(t\), the position has the starting law again. Then the ensemble of survivors is invariant under time translation, and nothing in it records how long the wait has been. The fraction lost in the next instant cannot depend on \(t\), so the survival probability is \(e^{-\lambda_1 t}\). The share of that loss leaving through a piece \(A\) of the boundary cannot depend on \(t\) either, so the joint law has the form
\[ P(T\in dt,\ X_T\in A)=\lambda_1e^{-\lambda_1t}\,dt\;p_A . \]
With \(N\) independent copies the loss rates add to \(N\lambda_1\), and permutation symmetry makes every copy an equally likely winner.

Dimensions fix the form of the corrections. For diffusion with coefficient \(D\) in a region of size \(a\), with energies entering only as multiples of \(k_BT=1/\beta\), the only time scale is \(a^2/D\), and every rate is \(D/a^2\) times a function of reduced energies. Two rates matter: the loss rate \(\lambda_1\), and the rate \(g\) at which survivors forget their start. A preparation of length \(\tau\) can then leave an error that depends only on \(g\tau\), \(N\), the reduced starting point and the reduced potential. Sections 6 and 7 show that for large \(g\tau\) the potential enters through \(\lambda_1/g\) and through prefactors independent of \(\tau\).

## 2. Two states

Take a jump process with states 1 and 2, exchanging at rate \(\kappa\) each way. State 1 exits to L at rate \(\alpha\) and state 2 exits to R at rate \(\alpha\). The surviving probabilities obey
\[ \dot\rho_1=-(\kappa+\alpha)\rho_1+\kappa\rho_2,\qquad \dot\rho_2=\kappa\rho_1-(\kappa+\alpha)\rho_2 . \]
Adding and subtracting, the sum decays at \(\lambda_1=\alpha\) and the difference at \(\lambda_2=\alpha+2\kappa\). From the start \((\tfrac12,\tfrac12)\) the difference stays zero, the fluxes are \(f_L=f_R=\tfrac\alpha2e^{-\alpha t}\), and the product form holds with \(p_L=p_R=\tfrac12\).

From state 1, \(\rho_{1,2}=\tfrac12(e^{-\lambda_1t}\pm e^{-\lambda_2t})\). The survival \(S=\rho_1+\rho_2=e^{-\alpha t}\) is still exactly exponential, but \(f_L/(f_L+f_R)=\rho_1/S=\tfrac12(1+e^{-gt})\) with \(g=\lambda_2-\lambda_1=2\kappa\), so early exits prefer L. An exponential time therefore does not imply independence, and the two properties need separate proofs.

Independence is what a race needs. Start \(N\) copies in state 1 and keep the first to exit. Copy \(i\) wins through L at time \(s\) if it exits there while the others survive, so
\[ P_L^N=N\!\int_0^\infty\! f_LS^{N-1}ds=\frac{N\alpha}{2}\Big[\frac1{N\alpha}+\frac1{\lambda_2+(N-1)\lambda_1}\Big]=\frac12+\frac{N\alpha/2}{2\kappa+N\alpha}. \]
The race selects early exits, and \(P^N_L\to1\) as \(N\to\infty\). In the limit \(\kappa\to\infty\) the pair is a single kinetic Monte Carlo state with two exit rates \(\alpha/2\), and the bias vanishes.

## 3. Any Markov process with a quasi-stationary law

Let \(X_t\) be a time-homogeneous Markov process with right-continuous paths, \(W\) an open set left in finite time with probability one. A probability \(\nu\) on \(W\) is quasi-stationary (a QSD) if
\[ P_\nu(X_t\in B,\ T>t)=S(t)\,\nu(B),\qquad S(t)=P_\nu(T>t), \]
for all \(t\) and all \(B\subset W\).

Exponential time. By the Markov property at time \(t\), surviving to \(t+s\) means surviving to \(t\) and then surviving \(s\) from \(X_t\). With \(\sigma_s(x)=P_x(T>s)\),
\[ S(t+s)=E_\nu[1_{T>t}\,\sigma_s(X_t)]=S(t)\!\int\!\sigma_s\,d\nu=S(t)S(s), \]
where the second equality is the definition of \(\nu\). Repeating the relation gives \(S(1/n)^n=S(1)\) and \(S(m/n)=S(1)^{m/n}\). Since \(S\) is non-increasing, the values at rational times fix it everywhere, and \(S=e^{-\lambda t}\). Here \(\lambda>0\) because \(T\) is finite, and \(\lambda<\infty\) because \(S\to1\) as \(t\to0\).

Independence. Let \(q_A(x)=P_x(X_T\in A)\) be the committor and \(p_A=\int q_A\,d\nu\). The same two moves give
\[ P_\nu(T>t,\ X_T\in A)=E_\nu[1_{T>t}\,q_A(X_t)]=S(t)\,p_A . \]
At \(t=0\) this shows \(p_A=P_\nu(X_T\in A)\), so the joint probability is the product of the marginals for every \(t\) and \(A\), which is independence.

Neither step used detailed balance or a high barrier. As a case without detailed balance, take six states \(i=0,\dots,5\) on a ring, with forward rate 3 ps\(^{-1}\), backward rate 0.5 ps\(^{-1}\), and state \(i\) leaving to exit \(i \bmod 3\) at rate \(0.1(i+1)\) ps\(^{-1}\). If \(Q\) is the rate matrix restricted to the ring, \(e^{Qt}\) has positive entries, and the Perron–Frobenius theorem gives a unique positive left eigenvector \(\nu Q=-\lambda_1\nu\), which satisfies the definition. Diagonalization gives \(\lambda_1=0.344\) ps\(^{-1}\) and a complex pair \(2.099\pm2.161\,i\) ps\(^{-1}\), impossible under detailed balance, where \(Q\) is similar to a symmetric matrix. The exit law \(p_j=\sum_i\nu_ik_{ij}/\lambda_1\), with \(k_{ij}\) the exit rates, is \((0.247,0.336,0.417)\). From state 0 the matrix exponential gives exit 0 a share 0.685 of the exits made by 0.1 ps and 0.264 of those made by 20 ps.

## 4. Overdamped Langevin dynamics

Now \(dX=-\beta D\nabla V\,dt+\sqrt{2D}\,dB\), with \(V\) smooth and \(W\) bounded, connected and smooth. With \(w=e^{-\beta V}\) and \(\nabla w=-\beta w\nabla V\), the generator is
\[ L\phi=D(\Delta\phi-\beta\nabla V\!\cdot\!\nabla\phi)=D\,w^{-1}\nabla\!\cdot(w\nabla\phi). \]
Integrating by parts twice, with \(n\) the outward normal,
\[ \int_W(h\,L\phi-\phi\,Lh)\,w=D\oint w\,(h\,\partial_n\phi-\phi\,\partial_nh). \tag{1}\]
For functions vanishing on the boundary the right side is zero, so \(L\) is symmetric in \(L^2(w)\), and \(-\int\phi L\phi\,w=D\int|\nabla\phi|^2w>0\). On a bounded domain the spectrum is discrete (in one dimension this is a regular Sturm–Liouville problem): \(-Lu_k=\lambda_ku_k\), \(\int u_ku_lw=\delta_{kl}\), and \(m_k=\int u_kw\).

The function \(u_1\) minimizes \(D\int|\nabla\phi|^2w/\int\phi^2w\). The modulus \(|u_1|\) has the same quotient, so it is also an eigenfunction. It is non-negative with \(L|u_1|\le0\), and the strong maximum principle forbids an interior zero. Every minimizer thus has one sign, two such functions cannot be orthogonal, \(\lambda_1\) is simple, and \(g=\lambda_2-\lambda_1>0\). Take \(u_1>0\).

The density of survivors obeys \(\partial_t\rho=D\nabla\!\cdot(w\nabla(\rho/w))\) with \(\rho=0\) on the boundary. Setting \(\rho=wv\) gives \(\partial_tv=Lv\), so from a starting law \(\mu\)
\[ \rho_t=\sum_ka_ke^{-\lambda_kt}u_kw,\qquad a_k=\int u_k\,d\mu. \tag{2}\]
For \(\nu=u_1w/m_1\) orthogonality gives \(a_k=\delta_{k1}/m_1\) and \(\rho_t=e^{-\lambda_1t}\nu\), so \(\nu\) is a QSD with rate \(\lambda_1\). It is the only one. Any QSD has \(\rho_t=e^{-\lambda t}\mu\), and integrating this against \(u_k\) gives \(a_ke^{-\lambda_kt}=a_ke^{-\lambda t}\). Since \(u_1>0\), \(a_1>0\), so \(\lambda=\lambda_1\). Then \(a_k=0\) for \(k\ge2\), and (2) gives \(\mu\propto u_1w\).

The current is \(-Dw\nabla(\rho/w)=-D(\nabla\rho+\beta\rho\nabla V)\), whose normal part on the boundary is \(-D\partial_n\rho\) because \(\rho=0\) there. The flux through \(A\) from \(\nu\) is \(e^{-\lambda_1t}\int_A(-D\partial_n\nu)\), and comparison with the product form gives
\[ p_A=-\frac{D}{\lambda_1m_1}\int_Aw\,\partial_nu_1 . \]
A second route starts from \(h(x)=E_x[e^{-sT}1_{X_T\in A}]\), which solves \(Lh=sh\) with \(h=1\) on \(A\) and 0 on the rest of the boundary. Equation (1) with \(\phi=u_1\) reads \(-(\lambda_1+s)\int hu_1w=D\int_Aw\,\partial_nu_1\), that is
\[ E_\nu[e^{-sT}1_A]=p_A\,\frac{\lambda_1}{\lambda_1+s}, \]
the transform of an exponential times a constant. At \(s=0\) it returns \(p_A=\int q_A\,d\nu\), and \(p=1\) for the whole boundary.

The Boltzmann law restricted to \(W\), \(w/Z\), is not the QSD. It has \(a_k=m_k/Z\), so (2) gives \(S=\sum_k(m_k^2/Z)e^{-\lambda_kt}\). Parseval's identity for the constant function gives \(\sum_km_k^2=\int w=Z\), so this is a mixture of exponentials. It has more than one term, since 1 is not proportional to \(u_1\), and its mean \(\sum_km_k^2/(Z\lambda_k)\) is below \(1/\lambda_1\).

Limit: \(V=0\) on \((0,a)\). Then \(u_k=\sqrt{2/a}\sin(k\pi x/a)\), \(\lambda_k=k^2\pi^2D/a^2\), \(\nu=(\pi/2a)\sin(\pi x/a)\), and \(p_R=-D\nu'(a)/\lambda_1=D(\pi^2/2a^2)/\lambda_1=\tfrac12\), as reflection demands. The mean exit time \(x(a-x)/2D\) solves \(D\tau''=-1\), and its uniform average \(a^2/12D\) is below \(1/\lambda_1=a^2/\pi^2D\). There is no barrier, \(g=3\lambda_1\), and the exit law from \(\nu\) is nonetheless exact.

## 5. The race

Start \(N\) independent replicas from \(\nu\). Each has flux \(f_A=p_A\lambda_1e^{-\lambda_1s}\). The probability that replica \(i\) exits first, in \(ds\), through \(A\) is
\[ f_A(s)S(s)^{N-1}ds=\frac1N\cdot p_A\cdot N\lambda_1e^{-N\lambda_1s}ds . \]
Summing over \(i\) removes \(1/N\). The substitution \(t=Ns\) turns \(N\lambda_1e^{-N\lambda_1s}ds\) into \(\lambda_1e^{-\lambda_1t}dt\). The pair \((NT_{\min},\ \text{exit point of the winner})\) therefore has exactly the law of \((T,X_T)\) under \(\nu\), and \(N=1\) is the identity. Exponentiality supplies the clock. Independence lets \(p_A\) leave the integral over \(s\), which weights early times.

If replica \(i\) advances physical time \(r_is\) in wall time \(s\), with \(r_i\) constant, its survival is \(e^{-\lambda_1r_is}\) and its wall-time flux is \(p_A\lambda_1r_ie^{-\lambda_1r_is}\). The sum over winners is \(p_A\lambda_1Re^{-\lambda_1Rs}\) with \(R=\sum_ir_i\), so the clock is \(RT_{\min}\), the total simulated time. If a speed depends on the replica's position, the wall-time process has a different generator, for which \(\nu\) need not be quasi-stationary, and this step fails. It also fails for correlated replicas, since \(S^{N-1}\) assumes independence.

Polling. Let exits be recorded when they happen but read only every \(\Delta t\). A replica survives an interval with probability \(\theta=e^{-\lambda_1\Delta t}\). Let \(M\) be the first poll showing an exit and \(K\) the lowest index among the replicas that exited. All \(N\) survive \(m-1\) intervals, then replicas \(1,\dots,k-1\) survive, \(k\) exits, and the rest are unconstrained:
\[ P(M=m,K=k,A)=\theta^{N(m-1)}\theta^{k-1}(1-\theta)\,p_A=\theta^{\,n-1}(1-\theta)\,p_A,\qquad n=N(m-1)+k . \]
The map \((m,k)\to n\) is one to one onto the positive integers, so \(N(M-1)+K\) has the geometric law of one polled replica. The count \(NM\) exceeds it by \(N-K\). Since \(P(K=k)\propto e^{-\lambda_1\Delta t\,k}\) on \(1,\dots,N\), the mean of \(K\) at zero exponent is \((N+1)/2\), and its derivative with respect to \(\lambda_1\Delta t\) is minus the variance \((N^2-1)/12\). To first order in \(N\lambda_1\Delta t\),
\[ E[N-K]\simeq\frac{N-1}2+\lambda_1\Delta t\,\frac{N^2-1}{12}. \tag{3}\]
Relative to the mean \(1/(\lambda_1\Delta t)\) polls, the overshoot is about \(N\lambda_1\Delta t/2\), which vanishes in the continuous limit.

## 6. Approach to the QSD

From a point \(x_0\), \(a_k=u_k(x_0)\). The law given survival to \(\tau\) is (2) divided by its integral. Dividing above and below by \(u_1(x_0)e^{-\lambda_1\tau}\), and keeping two modes,
\[ \mu_\tau\simeq\frac{u_1w+\varepsilon u_2w}{m_1+\varepsilon m_2},\qquad\varepsilon=\frac{u_2(x_0)}{u_1(x_0)}e^{-g\tau}. \]
Expanding the denominator to first order in \(\varepsilon\),
\[ \mu_\tau-\nu\simeq\frac{\varepsilon}{m_1}(u_2w-m_2\nu), \tag{4}\]
which integrates to zero, as it must. With the total variation distance \(\mathrm{TV}=\tfrac12\int|\mu-\nu|\),
\[ \mathrm{TV}(\mu_\tau,\nu)\simeq Ce^{-g\tau},\qquad C=\frac12\Big|\frac{u_2(x_0)}{u_1(x_0)}\Big|\frac{\int|u_2w-m_2\nu|}{m_1}. \]
This holds for simple \(\lambda_2\) and \(u_2(x_0)\ne0\), with relative corrections of order \(\varepsilon\) and \(e^{-(\lambda_3-\lambda_2)\tau}\). The rate is the gap and not \(\lambda_2\), because conditioning divides out \(e^{-\lambda_1\tau}\).

Limit: on the flat interval \(u_2/u_1=2\cos(\pi x_0/a)\), \(m_2=0\), and \(\int|\sin(2\pi x/a)|=\int\sin(\pi x/a)=2a/\pi\), so \(C=|\cos(\pi x_0/a)|\). It is finite at the walls and zero at the centre, where \(\lambda_3-\lambda_1\) takes over. For the two states \(\mathrm{TV}=\tfrac12e^{-2\kappa\tau}\) exactly.

## 7. The two waiting times

The algorithm has three parts. A reference walker, having entered at \(x_0\), runs for up to \(\tau_c\), and if it exits earlier that exit is the result. Each of \(N\) replicas is dephased by running \(\tau_d\) from \(x_0\) and restarting whenever it exits, so the first successful attempt has law \(\mu_{\tau_d}\) exactly, independently of the others. If the walker survived, the race is run and the reported time is \(\tau_c+NT_{\min}\). Dephasing adds nothing to the clock.

Early exits have the exact law. On survival, which has probability \(S(\tau_c)\), compare three experiments: the true continuation from \(\mu_{\tau_c}\), a continuation from \(\nu\), and the race. The densities \(\mu\) and \(\nu\) share the mass \(\int\min(\mu,\nu)=1-\mathrm{TV}\), so the two starting points can be drawn equal with that probability and then driven by the same noise. The first two experiments thus differ with probability at most \(\mathrm{TV}(\mu_{\tau_c},\nu)\). The second has the law of a race from \(\nu\), and that race differs from the actual one only if some replica's draw differs, with probability at most \(N\,\mathrm{TV}(\mu_{\tau_d},\nu)\). For any event concerning exit time and exit point,
\[ |P_{\rm ParRep}-P_{\rm exact}|\le S(\tau_c)\big[\mathrm{TV}(\mu_{\tau_c},\nu)+N\,\mathrm{TV}(\mu_{\tau_d},\nu)\big]. \tag{5}\]
The correlation time licenses forgetting one walker's past and resolves correlated exits directly. The dephasing time prepares \(N\) samples, and making \(N\,\mathrm{TV}(\mu_{\tau_d},\nu)\) equal to \(\delta\) takes \(\tau_d\simeq\ln(NC/\delta)/g\), longer by \(\ln N/g\) than the \(\tau_c\) that gives an equal term in the bound. For the exit side itself the excess is the logarithm of the amplification found below, divided by \(g\). This is close to \(\ln N/g\) for \(N\lambda_1\ll g\) and saturates at \(\ln(\lambda_2/\lambda_1)/g\) for large \(N\).

The factor \(N\) is real. For replicas from \(\mu_{\tau_d}\), with total flux \(f=-S'\), \(N\int fS^{N-1}ds=1\), so exactly
\[ P_A^N-p_A=N\!\int_0^\infty(f_A-p_Af)\,S^{N-1}ds . \]
Insert (4). The parts proportional to \(\nu\) have \(f_A=p_Af\) and drop out. The part \(\varepsilon u_2w/m_1\) decays as \(e^{-\lambda_2s}\), with flux \(J_{2A}=-D\int_Aw\,\partial_nu_2\) through \(A\) and total flux \(\lambda_2m_2\), from (1) with \(h=1\). Hence \(f_A-p_Af\simeq\varepsilon\,d_A\,e^{-\lambda_2s}\) with \(d_A=(J_{2A}-p_A\lambda_2m_2)/m_1\). This is already first order, so \(S^{N-1}\simeq e^{-(N-1)\lambda_1s}\), valid for \(N|\varepsilon m_2/m_1|\ll1\), and
\[ P_A^N-p_A\simeq\frac{N\,\varepsilon\,d_A}{\lambda_2+(N-1)\lambda_1}. \tag{6}\]
Relative to \(N=1\) the bias is amplified by \(N\lambda_2/(\lambda_2+(N-1)\lambda_1)\), linear in \(N\) for \(N\lambda_1\ll g\) and tending to \(\lambda_2/\lambda_1\) once the race ends before the second mode decays. The two-state result of Section 2 has this form exactly, with \(\varepsilon d_L=\alpha/2\).

The same expansion gives the mean. With \(\eta=\varepsilon m_2/m_1\), (4) gives \(S\simeq e^{-\lambda_1s}[1-\eta+\eta e^{-gs}]\), so \(S^N\simeq e^{-N\lambda_1s}[1-N\eta+N\eta e^{-gs}]\) and
\[ N\,E[T_{\min}]=N\!\int S^Nds\simeq\frac1{\lambda_1}-N\eta\Big[\frac1{\lambda_1}-\frac{N}{\lambda_2+(N-1)\lambda_1}\Big]. \tag{7}\]

Efficiency is where metastability enters. If dephasing overlaps the correlation stage, \(\tau_d\le\tau_c\), and restarts are taken as free, the mean wall time is \(E[\min(T,\tau_c)]+S(\tau_c)/(N\lambda_1)\), and the ideal boost is \(E[T]\) divided by it. For \(S\simeq1\) and \(E[T]\simeq1/\lambda_1\) this is \(N/(1+N\lambda_1\tau_c)\). With \(\tau_c\) several times \(1/g\), a boost near \(N\) needs \(N\lambda_1\ll g\). On the flat interval \(\lambda_1=g/3\), so \(S(\tau_c)\sim e^{-g\tau_c/3}\) is small once \(g\tau_c\) is large, and the method is then correct but gains little. The same happens when \(\lambda_2\) is close to \(\lambda_1\), as for the two states of Section 2 with \(\kappa\ll\alpha\), where \(g=2\kappa\) is far below \(\lambda_1=\alpha\).

## 8. A tilted well

Hartree units are unnatural here, so eV, Å and ps are used. Take round model parameters: \(V=\tfrac{V_0}2(1-\cos\tfrac{2\pi x}a)-Fx\) on \((-a/2,a/2)\), \(V_0=0.15\) eV, \(a=2.5\) Å, \(F=0.01\) eV/Å, \(D=1\) Å\(^2\)/ps, 300 K. Then \(k_BT=0.025852\) eV and \(\beta V_0=5.80\). The walker enters at \(x_0=-0.9\) Å, with \(N=32\) and \(\tau_c=\tau_d=0.5\) ps.

Spectrum. Chebyshev collocation of \(-L\) gives \(\lambda_1=0.03422\), \(\lambda_2=14.600\), \(\lambda_3=23.38\) ps\(^{-1}\). So \(\lambda_1=3.42\times10^{10}\) s\(^{-1}\), \(1/\lambda_1=29.22\) ps, \(g=14.566\) ps\(^{-1}\) and \(g/\lambda_1=426\). The boundary slopes of \(u_1\) give \(p_R=0.6914\), \(p_L=0.3086\). With \(u_2>0\) on the right, \(u_2(x_0)/u_1(x_0)=-4.595\), \(m_2/m_1=0.005499\), \(d_R=0.08952\) ps\(^{-1}\) and \(C=1.712\).

Other starts. In one dimension \(Lq_R=0\) means \((wq_R')'=0\), so \(q_R(x)=I(x)/I(a/2)\) with \(I(x)=\int_{-a/2}^xdy/w\). The mean time solves \(D(w\tau')'=-w\), so \(\tau=[q_R(x)H(a/2)-H(x)]/D\) with \(H(x)=\int_{-a/2}^x w(y)^{-1}\int_{-a/2}^{y}w\,dz\,dy\). Quadrature gives \(q_R(x_0)=0.5841\), \(\tau(x_0)=24.91\) ps, and a Boltzmann average of 29.17 ps, which is 0.16% below \(1/\lambda_1\).

Time-dependent quantities come from a jump chain on a grid of spacing \(h=0.0125\) Å with rates \((D/h^2)e^{-\beta(V_{i\pm1}-V_i)/2}\), which obeys detailed balance and tends to the diffusion as \(h\to0\). Its rate matrix \(Q\) has \(\lambda_1=0.03423\) ps\(^{-1}\), 0.03% above the continuum value, and \(g=14.5625\) ps\(^{-1}\). Since \(E[T1_R]=\int P(T>t,R)\,dt=\int e^{Qt}q_R\,dt=(-Q)^{-1}q_R\), conditional means are linear solves. From the QSD, \(E[T|L]=E[T|R]=29.21\) ps. From \(x_0\) they are 18.49 and 29.47 ps.

Relaxation. Propagating with \(e^{Q\tau}\) and normalizing, TV decays between 1.0 and 1.2 ps at 14.563 ps\(^{-1}\). At 0.5 ps, \(e^{-g\tau}=e^{-7.283}=6.87\times10^{-4}\), so \(Ce^{-g\tau}=1.176\times10^{-3}\), against \(1.179\times10^{-3}\) from the chain. For \(\delta=10^{-3}\), \(\tau_d=\ln(32\times1.712/10^{-3})/14.566=10.91/14.566=0.749\) ps.

No waiting at all (\(\tau_c=\tau_d=0\)). Gauss–Legendre quadrature of \(N\int f_RS^{N-1}\) and \(N\int S^N\), with all replicas at \(x_0\), gives \(P(R)=0.0032\) and \(NE[T_{\min}]=0.75\) ps, against the exact 0.584 and 24.9 ps. One walker survives 0.5 ps with probability \(S=0.8378\), so all 32 do with probability \(0.8378^{32}=3.5\times10^{-3}\), and otherwise the winner is an early exit. Of one walker's early probability 0.162 only \(0.5841-0.8378\times0.6914=0.005\) is through R, and the winner, being among the earliest exits, goes through R still more rarely. The race integral up to 0.5 ps contributes 0.0008 to \(P(R)\), and the remaining \(3.5\times10^{-3}\times0.69=0.0024\) comes from races in which all 32 survive.

The bias formula. At \(\tau_d=0.8\) ps, \(\varepsilon=-4.595\,e^{-11.6526}=-3.996\times10^{-5}\) and \(\lambda_2+31\lambda_1=15.661\) ps\(^{-1}\), so (6) gives \(32\times(-3.996\times10^{-5})\times0.08952/15.661=-7.31\times10^{-6}\). The race integral on the chain gives \(-7.32\times10^{-6}\). The relative difference of 0.2% comes mainly from the grid: the chain's smaller gap gives \(0.0033\times0.8=+0.26\%\), its prefactors give \(-0.09\%\), and the third mode gives \(+0.03\%\). The amplification is \(32\times14.600/15.661=29.83\), and the ratio to the one-replica bias \(-2.455\times10^{-7}\) is also 29.83.

The whole algorithm. On the chain \(P(R)\) is 0.58414 exactly and 0.58367 for ParRep, a difference of \(-4.70\times10^{-4}\). At 0.5 ps \(\varepsilon=-3.158\times10^{-3}\). Formula (6) gives \(-5.78\times10^{-4}\) for the race and, at \(N=1\), \(-0.19\times10^{-4}\) for the true continuation, so the predicted difference is \(0.8378\times(-5.58\times10^{-4})=-4.68\times10^{-4}\). The bound (5) is \(0.8378\times33\times1.179\times10^{-3}=0.033\), about 70 times larger. It counts every difference between starting positions, including those that relax before an exit, whereas the exit side responds to \(\varepsilon\) only through \(d_R/\lambda_2=0.006\), compared with \(C/4.595=0.37\) for TV.

The mean time is 24.902 ps exactly and 24.914 ps for ParRep, 0.04% longer. With \(\eta=-1.737\times10^{-5}\), (7) gives a shift \(32\times1.737\times10^{-5}\times(29.22-2.04)=0.0151\) ps for the race and 0.0005 ps for \(N=1\), hence \(0.8378\times0.0146=0.012\) ps against the actual 0.011 ps. This agreement, at the 10% level, is poorer than for the exit side. The remainder is the third mode, which matters because the nearly odd \(u_2\) has such a small \(m_2\). Its amplitude at 0.5 ps is \(\eta_3=\frac{u_3(x_0)m_3}{u_1(x_0)m_1}e^{-(\lambda_3-\lambda_1)\tau}=1.60\times10^{-6}\). Formula (7) with \(\eta_3\) and \(\lambda_3\) in place of \(\eta\) and \(\lambda_2\) gives \(-0.00143\) ps for the race and \(-0.00005\) ps for \(N=1\), a contribution \(0.8378\times(-0.00138)=-0.0012\) ps that brings the sum to 0.011 ps.

The ideal boost is \(24.902/(0.4289+0.8378\times0.9129)=20.9\), with \(E[\min(T,\tau_c)]=0.4289\) ps and \(1/(N\lambda_1)=0.9129\) ps. The estimate \(32/(1+32\times0.0342\times0.5)=20.7\) is close although its conditions fail here (\(S=0.84\), and \(E[T]\) is 15% below \(1/\lambda_1\)). The reason is that \(E[T]\simeq E[\min(T,\tau_c)]+S/\lambda_1\), and the early exits are fast, so \(E[\min(T,\tau_c)]=0.4289\) ps is near \(S\tau_c=0.4189\) ps and \(S\) nearly cancels between numerator and denominator. The cost of restarts is left out of both.

Polling. With \(\Delta t=0.25\) ps and the transition matrix over \(\Delta t\) taken from the matrix exponential, the exact mean polled time from \(x_0\) is 25.04 ps. A Monte Carlo run of the full algorithm with 30000 samples gives \(25.21\pm0.17\) ps for the clock \(N(M-1)+K\) and 28.64 ps for \(NM\), 14% above the exact value. It gives \(P(R)=0.5846\pm0.0028\), and \(P(T>25\text{ ps},R)=0.2505\pm0.0025\) against the exact 0.2504. For walkers that reach the race, the mean times are \(29.98\pm0.34\) ps through L and \(29.94\pm0.22\) ps through R, equal within the errors. The sampled overshoot per race is 4.08 ps, above the leading term \(31\times0.25/2=3.875\) ps. The second term of (3) adds \(0.0342\times0.25\times(1023/12)\times0.25=0.18\) ps, for 4.06 ps, because low indices are slightly favoured when \(N\lambda_1\Delta t=0.27\) is not small.
